**Self-consistent electrostatics and ballistic charge in a gated Schottky nanowire**

The program solves for the subband edge $U(z)$ and electron line density $n(z)$ of a wire with a coaxial gate and two metal contacts. It combines a regular cylindrical Poisson solution with scattering states filled by each contact's Fermi factor. It asserts agreement of the radial response with Bessel quadrature, of the edge with a direct two-dimensional Poisson solution, and of the equilibrium density with a diagonalized closed chain. It also asserts the barrier transmission's convergence order, the current balance, the occupation tail and mesh convergence. For density response $\chi$ and electrostatic response $K$, it compares error growth with the damping limit $2/(1+\lambda_{\max})$, where $\lambda_{\max}$ is the largest eigenvalue of $K\chi$. The output gives a limit of 0.837 for the equilibrium example. In the biased gate sweep the current rises to 2.33 microampere and becomes almost wholly tunnelling.

## Program and output

```python
"""Gated Schottky nanowire: cylindrical Poisson + ballistic 1D electrons.

Result under test: the subband edge U(z) and line density n(z) solve
  U = barrier + <W>,  div(eps grad W) = -4 pi n(z) g(r),  W regular at r=0,
  n = (1/pi) int dk [ |psi_S|^2 f_S + |psi_D|^2 f_D ]  (spin included),
where g is the transverse density, psi_S and psi_D are scattering states
injected by source and drain with unit amplitude, f are Fermi factors.
W is electron electrostatic energy. Hartree atomic units throughout.
The gate energy VG and drain energy VD lower W at their electrodes.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.linalg import solveh_banded, eigh_tridiagonal
from scipy.special import j0, j1, jn_zeros, iv, kv, expit
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

pi = np.pi
R, RG, LENGTH = 30.0, 45.0, 200.0
EPS_W, EPS_OX = 12.0, 4.0
MASS, BARRIER, DEPTH = 0.2, 0.008, 0.02
TEMPERATURE = 300.0
KT = TEMPERATURE * pc['kelvin-hartree relationship'][0]
J01, J02 = jn_zeros(0, 2)
J11 = jn_zeros(1, 1)[0]


def transverse_density(r):
    return np.where(r < R, j0(J01*r/R)**2, 0.0) / (pi*R**2*j1(J01)**2)


def radial_parts(h):
    """Finite volumes; the axial face has zero area, hence zero flux."""
    count = round(RG/h)
    r = (np.arange(count) + 0.5)*h
    eps = np.where(r < R, EPS_W, EPS_OX)
    face = h*np.arange(1, count)
    link = face/h * 2*eps[:-1]*eps[1:]/(eps[:-1] + eps[1:])
    gate_link = 2*EPS_OX*RG/h
    g = transverse_density(r)
    g = g/np.sum(2*pi*r*h*g)
    diag = np.zeros(count)
    diag[:-1] += link
    diag[1:] += link
    diag[-1] += gate_link
    return r, eps, link, gate_link, g, diag


def radial_response(k, h, pinned=False):
    """Mean potential per unit line density, and per unit gate potential."""
    r, eps, link, gate_link, g, diag = radial_parts(h)
    diag = diag + eps*k**2*r*h
    if pinned:                      # deliberately wrong: W=0 on the axis
        diag[0] += 1e12
    band = np.zeros((2, len(r)))
    band[0, 1:] = -link
    band[1] = diag
    rhs = np.zeros((len(r), 2))
    rhs[:, 0] = 4*pi*g*r*h
    rhs[-1, 1] = gate_link
    return (2*pi*r*h*g) @ solveh_banded(band, rhs)


def bessel_response(k):
    """The same two numbers from Bessel functions and quadrature."""
    i0r, i1r, k0r, k1r = iv(0, k*R), iv(1, k*R), kv(0, k*R), kv(1, k*R)
    i0g, k0g = iv(0, k*RG), kv(0, k*RG)
    v = i0g*k0r - k0g*i0r
    dv = -k*(i0g*k1r + k0g*i1r)
    q = EPS_OX*dv/v
    gamma = (EPS_W*k*k1r + q*k0r)/(EPS_W*k*i1r - q*i0r)
    x, w = np.polynomial.legendre.leggauss(60)
    x, w = (x + 1)/2, w/2
    r = R*x
    inner = np.array([np.sum(w*s*(s*x)*transverse_density(s*x)*iv(0, k*s*x))
                      for s in r])
    outer = kv(0, k*r) + gamma*iv(0, k*r)
    g = transverse_density(r)
    charge = 16*pi**2/EPS_W*np.sum(R*w*r*g*outer*inner)
    matching = np.array([[i0r, -i0r, -k0r],
                         [EPS_W*i1r, -EPS_OX*i1r, EPS_OX*k1r],
                         [0.0, i0g, k0g]])
    amplitude = np.linalg.solve(matching, np.array([0.0, 0.0, 1.0]))[0]
    return np.array([charge,
                     amplitude*np.sum(R*w*2*pi*r*g*iv(0, k*r))])


def scatter(site, energy, sin_in, exp_in, lead_out, t):
    """|psi|^2 for unit incoming amplitude at site 0, and transmission."""
    c = 1 - (energy - lead_out)/(2*t)
    out = c + 1j*np.sqrt(1 - c**2 + 0j)   # outgoing or decaying wave
    here, beyond = np.ones_like(out), out
    prob = np.empty((len(site), len(energy)))
    for j in range(len(site) - 1, -1, -1):
        prob[j] = here.real**2 + here.imag**2
        here, beyond = (2 + (site[j] - energy)/t)*here - beyond, here
    incoming = (exp_in*beyond - here)/(2j*sin_in)
    norm = 1/np.abs(incoming)**2
    return prob*norm, out.imag/sin_in*norm


class Wire:
    def __init__(self, a, h=0.25):
        self.a, self.t = a, 1/(2*MASS*a**2)
        count = round(LENGTH/a) - 1
        self.z = a*np.arange(1, count + 1)
        m = np.arange(1, count + 1)
        k = m*pi/LENGTH
        response = np.array([radial_response(q, h) for q in k])
        self.sines = np.sin(np.outer(self.z, k))
        self.green = (self.sines*response[:, 0]) @ self.sines.T*2*a/LENGTH
        self.gate_factor = response[:, 1]
        self.one = 2*(1 - (-1.0)**m)/(m*pi)       # sine series of 1
        self.ramp = -2*(-1.0)**m/(m*pi)           # sine series of z/L

    def laplace(self, VG, VD):
        data = self.gate_factor*(-VG*self.one + VD*self.ramp)
        return BARRIER - VD*self.z/LENGTH + self.sines @ data

    def sites(self, edge, VD):
        mean = (BARRIER - DEPTH)/2
        return np.concatenate([[mean], edge, [mean - VD]])

    def transport(self, edge, VD, nk=6000, cut=25.0):
        a, t = self.a, self.t
        site = self.sites(edge, VD)
        top = np.arccos(1 - (DEPTH + cut*KT)/(2*t))/a
        dk = top/nk
        k = (np.arange(nk) + 0.5)*dk
        kinetic = 2*t*(1 - np.cos(k*a))
        s, e = np.sin(k*a), np.exp(1j*k*a)
        energy = kinetic - DEPTH
        f = expit(-energy/KT)
        pS, tS = scatter(site, energy, s, e, -DEPTH - VD, t)
        # Relative to the drain Fermi level the drain lead looks like the source.
        pD, tD = scatter(site[::-1] + VD, energy, s, e, -DEPTH + VD, t)
        n = dk/pi*(pS @ f + (pD @ f)[::-1])[1:-1]
        v = 2*t*a*s
        spectrum = dk/pi*v*tS*(f - expit(-(energy + VD)/KT))
        balance = dk/pi*np.sum(v*f*(tS - tD))
        return n, energy, spectrum, balance

    def solve(self, VG, VD, start=None, beta=0.3, depth=6):
        """Anderson-mixed fixed point of the subband edge."""
        bare = self.laplace(VG, VD)
        x = bare.copy() if start is None else start.copy()
        xs, fs = [], []
        for step in range(1, 201):
            n = self.transport(x, VD)[0]
            F = bare + self.green @ n - x
            if np.max(np.abs(F)) < 1e-10:
                return x, n, step
            xs.append(x)
            fs.append(F)
            xs, fs = xs[-depth - 1:], fs[-depth - 1:]
            new = x + beta*F
            if len(xs) > 1:
                dX, dF = np.diff(np.array(xs).T), np.diff(np.array(fs).T)
                coef = np.linalg.lstsq(dF, F, rcond=None)[0]
                new = new - (dX + beta*dF) @ coef
            x = new
        raise AssertionError("self-consistency not reached")


print(f"wire radius, gate radius, length: {R:.0f}, {RG:.0f}, {LENGTH:.0f} bohr")
print(f"permittivities wire, oxide: {EPS_W:.0f}, {EPS_OX:.0f}; mass {MASS} m_e")
print(f"barrier {BARRIER}, lead depth {DEPTH} hartree")
print(f"temperature {TEMPERATURE:.0f} K, kT = {KT:.4e} hartree")

# Radial solver against Bessel functions, and the effect of a wrong axis.
for m in (1, 4, 10):
    numeric = radial_response(m*pi/LENGTH, 0.25)
    exact = bessel_response(m*pi/LENGTH)
    assert np.allclose(numeric, exact, rtol=2e-3, atol=0)
    print(f"mode {m}: K = {exact[0]:.5f} hartree bohr, T = {exact[1]:.5f}")
exact = bessel_response(pi/LENGTH)[0]
regular, pinned = [[abs(radial_response(pi/LENGTH, h, flag)[0]/exact - 1)
                    for h in (1.0, 0.25)] for flag in (False, True)]
assert regular[1] < 1e-3 and regular[1] < regular[0]/8
assert pinned[1] > 0.1 and pinned[1] > pinned[0]/2
print(f"K error, regular axis, h=1, 0.25 bohr: {regular[0]:.1e}, {regular[1]:.1e}")
print(f"K error, pinned axis,  h=1, 0.25 bohr: {pinned[0]:.3f}, {pinned[1]:.3f}")

# Transmission through a rectangular barrier at the Fermi energy.
width = 40.0
q, kap = np.sqrt(2*MASS*DEPTH), np.sqrt(2*MASS*BARRIER)
T_exact = 1/(1 + ((q**2 + kap**2)/(2*q*kap)*np.sinh(kap*width))**2)
ratios = []
for end in ((BARRIER - DEPTH)/2, BARRIER):
    errors = []
    for a in (1.25, 0.625):
        t = 1/(2*MASS*a**2)
        site = np.full(round(width/a) + 1, BARRIER)
        site[[0, -1]] = end
        ka = np.arccos(1 - DEPTH/(2*t))
        T = scatter(site, np.array([0.0]), np.sin(ka), np.exp(1j*ka),
                    -DEPTH, t)[1][0]
        errors.append(abs(T - T_exact))
    ratios.append(errors[0]/errors[1])
assert 3.5 < ratios[0] < 4.5 and 1.6 < ratios[1] < 2.5
print(f"rectangular barrier, 40 bohr: T = {T_exact:.5f}")
print(f"error ratio on halving a: mean site {ratios[0]:.2f}, plain {ratios[1]:.2f}")

# Equilibrium: two starts, then a long closed chain diagonalized.
wire = Wire(2.5)
VG0 = 0.015
edge, n, steps = wire.solve(VG0, 0.0)
other = wire.solve(VG0, 0.0, start=np.full_like(edge, BARRIER))[0]
start_gap = np.max(np.abs(edge - other))
assert start_gap < 1e-8
lead = np.full(500, -DEPTH)
chain = np.concatenate([lead, wire.sites(edge, 0.0), lead]) + 2*wire.t
levels, states = eigh_tridiagonal(chain, np.full(len(chain) - 1, -wire.t))
n_chain = 2*(states**2 @ expit(-levels/KT))[501:-501]/wire.a
chain_error = np.max(np.abs(n_chain - n))/np.max(n)
assert chain_error < 1e-4
print(f"equilibrium VG={VG0} hartree: two starts differ {start_gap:.1e} hartree")
print(f"density against closed chain: relative error {chain_error:.1e}")

# Density response and the damping limit, on a coarser lattice.
coarse = Wire(5.0)
fixed = coarse.solve(VG0, 0.0)[0]
chi = np.empty((len(fixed), len(fixed)))
for j in range(len(fixed)):
    shift = np.zeros_like(fixed)
    shift[j] = 1e-6
    chi[:, j] = -(coarse.transport(fixed + shift, 0.0)[0]
                  - coarse.transport(fixed - shift, 0.0)[0])/2e-6
assert np.max(np.abs(chi - chi.T)) < 1e-2*np.max(np.abs(chi))
spectrum_chi = np.linalg.eigvalsh((chi + chi.T)/2)
assert spectrum_chi[0] > -1e-3*spectrum_chi[-1]
assert np.linalg.eigvalsh(coarse.green)[0] > 0
values, vectors = np.linalg.eig(coarse.green @ chi)
best = np.argmax(values.real)
lam, vector = values[best].real, vectors[:, best].real
limit = 2/(1 + lam)
print(f"largest eigenvalue of K chi: {lam:.3f}; damping limit {limit:.3f}")
for factor in (0.9, 1.1):
    beta = factor*limit
    x = fixed + 1e-6*vector/np.max(np.abs(vector))
    for _ in range(8):
        density = coarse.transport(x, 0.0)[0]
        x = x + beta*(coarse.laplace(VG0, 0.0) + coarse.green @ density - x)
    growth = np.max(np.abs(x - fixed))/1e-6
    assert abs(growth/abs(1 - beta*(1 + lam))**8 - 1) < 0.1
    print(f"damping {factor} of limit: error factor after 8 steps {growth:.3f}")

# Worked example: gate sweep at fixed drain energy.
VD = 0.01
print(f"gate sweep at VD = {VD} hartree; energies in hartree, I in a.u.")
print("VG     I          I(no charge) U(mid)    n(mid)/bohr  below-top steps")
currents = []
for VG in (0.0, 0.005, 0.010, 0.015, 0.020):
    edge, n, steps = wire.solve(VG, VD)
    _, energy, spectrum, balance = wire.transport(edge, VD)
    current = spectrum.sum()
    bare = wire.transport(wire.laplace(VG, VD), VD)[2].sum()
    barrier_top = max(BARRIER, edge.max())
    share = spectrum[energy < barrier_top].sum()/current
    mid = len(edge)//2
    currents.append(current)
    print(f"{VG:.3f}  {current:.4e} {bare:.4e}   {edge[mid]:+.6f}  "
          f"{n[mid]:.4e}   {share:.4f}    {steps}")
assert np.all(np.diff(currents) > 0)

# Checks at the last gate energy.
balance_error = abs(balance/current - 1)
assert balance_error < 1e-3
n_double, _, s_double, _ = wire.transport(edge, VD, nk=12000)
k_error = np.max(np.abs(n_double - n))/np.max(n)
assert k_error < 1e-4 and abs(s_double.sum()/current - 1) < 1e-4
total = n.sum()*wire.a
tails = [abs(wire.transport(edge, VD, cut=c)[0].sum()*wire.a - total)
         for c in (6.0, 10.0)]
assert 20 < tails[0]/tails[1] < 150
print(f"two-injection current balance: relative error {balance_error:.1e}")
print(f"density change on doubling momentum points: {k_error:.1e}")
print(f"electrons in channel: {total:.4f}")
print(f"missing electrons, cut at 6, 10 kT: {tails[0]:.2e}, {tails[1]:.2e}")

fine = Wire(1.25)
edge_f, n_f, _ = fine.solve(VG, VD)
current_f = fine.transport(edge_f, VD)[2].sum()
mesh_change = abs(current/current_f - 1)
assert mesh_change < 0.05
print(f"current at a=1.25 bohr: {current_f:.4e} a.u.; change {mesh_change:.2e}")

# Direct two-dimensional Poisson solution for the fine-lattice density.
h = 0.5
r, eps, link, gate_link, g, diag = radial_parts(h)
nz = len(fine.z)
radial = diags([-link, diag, -link], [-1, 0, 1])
axial = diags([-np.ones(nz - 1), 2*np.ones(nz), -np.ones(nz - 1)],
              [-1, 0, 1])/fine.a**2
matrix = kron(identity(nz), radial) + kron(axial, diags(eps*r*h))
rhs = 4*pi*np.outer(n_f, g*r*h)
rhs[:, -1] -= gate_link*VG
rhs[-1] -= eps*r*h*VD/fine.a**2
W = spsolve(matrix.tocsc(), rhs.ravel()).reshape(nz, len(r))
direct = BARRIER + W @ (2*pi*r*h*g)
poisson_error = np.max(np.abs(direct - edge_f))
assert poisson_error < 1e-4
print(f"direct 2D Poisson: largest edge difference {poisson_error:.1e} hartree")

# Size of what the single frozen transverse mode leaves out.
inside = r < R
product = np.where(inside, j0(J01*r/R)*j0(J02*r/R), 0.0)
product = product/(pi*R**2*abs(j1(J01)*j1(J02)))
mixing = np.max(np.abs(W @ (2*pi*r*h*product)))
gap_radial = (J02**2 - J01**2)/(2*MASS*R**2)
gap_next = (J11**2 - J01**2)/(2*MASS*R**2)
assert mixing**2/gap_radial < 0.2*KT
assert edge_f.min() + gap_next > 5*KT
print(f"radial mixing {mixing:.2e}, its gap {gap_radial:.4f} hartree")
print(f"second-order shift {mixing**2/gap_radial:.1e} hartree")
print(f"next subband minimum above source level: "
      f"{edge_f.min() + gap_next:.4f} hartree")

print(f"profile at VG={VG} hartree: z (bohr), U (hartree), n (1/bohr)")
for z in (5, 10, 20, 40, 100, 160, 190):
    j = round(z/wire.a) - 1
    print(f"  {z:3d}  {edge[j]:+.6f}  {n[j]:.4e}")
microamp = current*pc['atomic unit of current'][0]*1e6
print(f"current at VG={VG} hartree: {current:.4e} a.u. = {microamp:.2f} microampere")
print("OK")
```

Printed output:

```
wire radius, gate radius, length: 30, 45, 200 bohr
permittivities wire, oxide: 12, 4; mass 0.2 m_e
barrier 0.008, lead depth 0.02 hartree
temperature 300 K, kT = 9.5004e-04 hartree
mode 1: K = 0.27179 hartree bohr, T = 0.82809
mode 4: K = 0.09487 hartree bohr, T = 0.17874
mode 10: K = 0.02468 hartree bohr, T = 0.00897
K error, regular axis, h=1, 0.25 bohr: 2.1e-04, 1.3e-05
K error, pinned axis,  h=1, 0.25 bohr: 0.467, 0.364
rectangular barrier, 40 bohr: T = 0.03488
error ratio on halving a: mean site 4.00, plain 1.94
equilibrium VG=0.015 hartree: two starts differ 9.6e-12 hartree
density against closed chain: relative error 3.5e-08
largest eigenvalue of K chi: 1.390; damping limit 0.837
damping 0.9 of limit: error factor after 8 steps 0.168
damping 1.1 of limit: error factor after 8 steps 4.299
gate sweep at VD = 0.01 hartree; energies in hartree, I in a.u.
VG     I          I(no charge) U(mid)    n(mid)/bohr  below-top steps
0.000  2.8344e-08 3.1737e-08   +0.007743  3.9407e-07   0.2621    7
0.005  1.4722e-06 1.7160e-06   +0.003033  1.9256e-05   0.9672    7
0.010  3.7062e-05 4.7200e-05   -0.001485  6.6973e-04   0.9987    9
0.015  1.6313e-04 2.1373e-04   -0.005630  2.5097e-03   0.9998    9
0.020  3.5158e-04 4.4078e-04   -0.009146  7.3725e-03   0.9998    12
two-injection current balance: relative error 4.2e-11
density change on doubling momentum points: 3.2e-09
electrons in channel: 1.3794
missing electrons, cut at 6, 10 kT: 7.25e-04, 1.53e-05
current at a=1.25 bohr: 3.4998e-04 a.u.; change 4.57e-03
direct 2D Poisson: largest edge difference 2.4e-06 hartree
radial mixing 5.56e-04, its gap 0.0686 hartree
second-order shift 4.5e-06 hartree
next subband minimum above source level: 0.0155 hartree
profile at VG=0.02 hartree: z (bohr), U (hartree), n (1/bohr)
    5  +0.005916  1.5550e-02
   10  +0.003711  9.2463e-03
   20  -0.000270  4.8454e-03
   40  -0.005383  4.8673e-03
  100  -0.009146  7.3725e-03
  160  -0.007652  7.2934e-03
  190  -0.003699  8.4805e-03
current at VG=0.02 hartree: 3.5158e-04 a.u. = 2.33 microampere
OK
```
